# Time-reversal phases of spherical harmonics and when Hamiltonian matrices are real

**Q.** I take the spherical harmonics $Y_{lm}$ to be angular-momentum states with standard phases in every respect. Time reversal should then act on them as $T|jm\rangle=(-1)^{j-m}|j,-m\rangle$, and a time-reversal-invariant Hamiltonian should have a real matrix in a basis built from them. Is anything wrong with that?

**A.** Both statements fail for the $Y_{lm}$ themselves and for the $|jm\rangle$ states coupled from them, and the first fails on one function. For a spinless particle, in the position representation, $T$ is complex conjugation $K$. Take $Y_{10}\propto\cos\theta$. It is real, so $KY_{10}=+Y_{10}$. Your rule gives $(-1)^{1-0}=-1$.

**Q.** But the Condon-Shortley convention fixes the phases. How can one be wrong?

**A.** That convention fixes two things: the ladder operators have positive matrix elements, and $Y_{l0}$ is real and positive on the $+z$ axis. Neither is a statement about $T$. We can work out what they imply.

I set $\hbar=1$. Since $\mathbf L=-i\,\mathbf r\times\nabla$, conjugation gives $K\mathbf LK^{-1}=-\mathbf L$. For $L_-=L_x-iL_y$ the explicit $i$ changes sign as well:

$$KL_-K^{-1}=-L_x+i(-L_y)=-(L_x+iL_y)=-L_+ .$$

Because $L_z$ also changes sign, $KY_{lm}$ has $L_z$ eigenvalue $-m$, so $KY_{lm}=c_mY_{l,-m}$ with some phase $c_m$. Now apply $K$ to

$$L_-Y_{lm}=a_mY_{l,m-1},\qquad a_m=\sqrt{l(l+1)-m(m-1)} .$$

The left side becomes $-L_+c_mY_{l,-m}$. The raising coefficient from $-m$ to $-m+1$ is $\sqrt{l(l+1)-(-m)(-m+1)}=a_m$, so

$$-c_ma_mY_{l,-m+1}=a_mc_{m-1}Y_{l,-m+1}\quad\Rightarrow\quad c_{m-1}=-c_m .$$

Reality of $Y_{l0}$ gives $c_0=1$. Therefore

$$KY_{lm}=(-1)^mY_{l,-m}=(-1)^l\,(-1)^{l-m}\,Y_{l,-m}.$$

The alternation with $m$ is forced by the algebra. What remains free is one phase for the whole multiplet, and there the plain harmonics miss the standard form by $(-1)^l$.

**Q.** Can that free phase be used to repair them?

**A.** Yes. Multiply the multiplet by $e^{i\alpha}$. Since $K$ is antilinear,

$$K(e^{i\alpha}Y_{lm})=e^{-i\alpha}c_mY_{l,-m}=e^{-2i\alpha}c_m\,(e^{i\alpha}Y_{l,-m}).$$

We need $e^{-2i\alpha}=(-1)^l$, and $\alpha=\pi l/2$ does it. This is the factor $i^l$:

$$K(i^lY_{lm})=(-1)^{l-m}\,(i^lY_{l,-m}).$$

The factor does not depend on $m$, and $\mathbf L$ does not connect different $l$, so all matrices of $\mathbf L$ stay as they were. The choice $(-i)^l$ would serve equally well; what matters is to keep to one of them.

**Q.** Then I could leave the harmonics alone and adopt $(-1)^m$ as my rule for integer angular momentum. Why should $(-1)^{l-m}$ be preferred?

**A.** Because $(-1)^m$ does not survive coupling. Couple two plain $l=1$ harmonics to $L=1$, $M=0$:

$$\Psi=\tfrac1{\sqrt2}\left[Y_{11}(1)Y_{1,-1}(2)-Y_{1,-1}(1)Y_{11}(2)\right].$$

Conjugation replaces $Y_{11}$ by $-Y_{1,-1}$ and $Y_{1,-1}$ by $-Y_{11}$. The two minus signs in each product cancel, the two terms change places, and $K\Psi=-\Psi$. The rule $(-1)^M$ would have given $+\Psi$.

The standard phase does survive. Let two factors with angular momenta $a$ and $b$ both obey it. The Clebsch-Gordan coefficients are real, so $T$ leaves them alone:

$$T|JM\rangle=\sum_{\alpha\beta}C(a\alpha;b\beta|JM)\,(-1)^{a-\alpha+b-\beta}\,|a,-\alpha\rangle|b,-\beta\rangle .$$

Here $\alpha+\beta=M$, so the sign is $(-1)^{a+b-M}$ and leaves the sum. The symmetry

$$C(a\alpha;b\beta|JM)=(-1)^{a+b-J}C(a,-\alpha;b,-\beta|J,-M)$$

turns the remaining sum into $(-1)^{a+b-J}|J,-M\rangle$. The total exponent is

$$(a+b-M)+(a+b-J)=2(a+b-J)+(J-M).$$

Since $a+b-J$ is an integer, the first part contributes $+1$, and $T|JM\rangle=(-1)^{J-M}|J,-M\rangle$.

With plain harmonics each factor brings an extra $(-1)^{l}$, so the pair gets $(-1)^{l_1+l_2+L-M}$. In the example the extra sign is $(-1)^{1+1}=1$. That is why the numerical output shows $-1$ for this pair with and without $i^l$: the pair already has the standard phase, although neither factor does.

**Q.** Does spin bring in another factor of $i$?

**A.** No. For spin one half I use $T=e^{-i\pi s_y}K$, with $K$ acting in the $s_z$ basis. Since $\sigma_y^2=1$,

$$e^{-i\pi\sigma_y/2}=\cos\tfrac\pi2-i\sigma_y\sin\tfrac\pi2=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

Thus $T\chi_\uparrow=\chi_\downarrow$ and $T\chi_\downarrow=-\chi_\uparrow$, which is $(-1)^{1/2-m}$. Spin is already standard. By the coupling argument, $i^lY_{lm}$ coupled to spin in the order $(l,\tfrac12)$ gives standard $|jm\rangle$, while plain harmonics give $T|ljm\rangle=(-1)^{l+j-m}|lj,-m\rangle$. Radial functions are taken real throughout.

**Q.** So with $i^l$ in place, every time-reversal-invariant Hamiltonian has a real matrix?

**A.** No, and a uniform electric field along $z$ shows it. Its potential energy $Fz$ is unchanged by $T$. Take the lowest $s$ and $p$ orbitals of an isotropic oscillator of length $b$, with $\psi_s\propto e^{-r^2/2b^2}$. In this state $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=b^2/2$, so the normalized plain $p$ orbitals are

$$\psi_{p0}=\frac{\sqrt2\,z}{b}\,\psi_s,\qquad \psi_{p1}=-\frac{x+iy}{b}\,\psi_s .$$

Hence $\langle p0|z|s\rangle=b/\sqrt2$, a real number. With $i^l$ the bra of the $p$ state brings $i^*=-i$, and the element becomes $-ib/\sqrt2$. For $F=0.1$ eV/Å and $b=2$ Å, the plain element of $Fz$ is $0.1\times2/\sqrt2=0.141$ eV and the new one is $-0.141i$ eV. The repaired basis has made a real matrix imaginary.

Turn the field along $y$ and the roles change:

$$\langle p1|y|s\rangle=-\frac1b\langle(x-iy)\,y\rangle_s=\frac ib\langle y^2\rangle_s=\frac{ib}2 .$$

This gives $0.100i$ eV in the plain basis and $0.100$ eV with $i^l$.

**Q.** The direction of the field cannot matter to time reversal. What does decide whether the matrix is real?

**A.** Time reversal combined with a rotation. A matrix can be made real by an antiunitary symmetry that leaves each basis vector fixed. In a basis of $m$ eigenstates $T$ alone does not do this, because it sends $m$ to $-m$. (For a spinless particle one can give up $m$ instead: the real combinations of $Y_{lm}$ and $Y_{l,-m}$ are each fixed by $K$, and every $T$-invariant $H$, including $z$, $y$ and $x+y$, is real in that basis. For half-integer spin $T^2=-1$, so $T$ fixes no vector and this way out is closed.) The rotation $R=e^{-i\pi J_y}$ brings $m$ back.

To find its signs, build $|jm\rangle$ as the symmetric state of $2j$ spins one half, with $j+m$ up and $j-m$ down. For each spin, $R$ is the matrix $-i\sigma_y$ above: up becomes down, and down becomes minus up. The $j-m$ down spins supply the sign, so

$$R|jm\rangle=(-1)^{j-m}|j,-m\rangle .$$

This is the standard time-reversal phase. In a standard basis $T|jm\rangle=R|jm\rangle$, and the antiunitary operator $\Theta=R^{-1}T$ satisfies $\Theta|jm\rangle=|jm\rangle$. For two such basis states $a$ and $b$,

$$\langle a|\Theta H\Theta^{-1}|b\rangle=\langle\Theta a|\Theta Hb\rangle=\langle a|H|b\rangle^* .$$

The first step uses $\Theta^{-1}|b\rangle=|b\rangle$ and $|a\rangle=|\Theta a\rangle$; the second is the definition of antiunitarity. So the matrix of $H$ is real if and only if $H$ commutes with $\Theta$ in the space spanned by the basis.

The field along $y$ passes, since a rotation by $\pi$ about $y$ leaves $y$ alone. The field along $z$ fails, since the rotation reverses $z$.

**Q.** Is there a similar criterion for the plain harmonics?

**A.** Yes. There $T$ carries the extra sign $(-1)^l$, which is the orbital parity $P$. So $\Theta|a\rangle=P|a\rangle$, and the operator that fixes the basis is $P\Theta$. For a spinless particle, $P$ and $R$ together reflect $y\to-y$. This can be seen in the functions: conjugating $e^{im\phi}$ and then replacing $\phi$ by $-\phi$ returns it unchanged.

Suppose an operator $O$ is multiplied by the signs $\tau$, $\rho$ and $\pi_O$ under $T$, $R$ and $P$. The two criteria become

$$O^*=\tau\rho\,O\ \ (i^l\text{ basis}),\qquad O^*=\tau\rho\,\pi_O\,O\ \ (\text{plain basis}),$$

with the star meaning conjugation of each matrix element. A product of $+1$ means a real matrix, and $-1$ an imaginary one.

The signs follow from how the vectors transform. Under $T$, the wavevector $\mathbf k=-i\nabla$, $\mathbf L$ and $\boldsymbol\sigma$ reverse while $\mathbf r$ does not. Under $R$, the $x$ and $z$ components reverse. Under $P$, $\mathbf r$ and $\mathbf k$ reverse.

| $O$ | $\tau,\rho,\pi_O$ | plain | $i^l$ |
|---|---|---|---|
| $\boldsymbol\sigma\cdot\mathbf k$ | $+,+,-$ | imaginary | real |
| $\boldsymbol\sigma\cdot\mathbf r$ | $-,+,-$ | real | imaginary |
| $\mathbf L\cdot\boldsymbol\sigma$ | $+,+,+$ | real | real |
| $z$ | $+,-,-$ | real | imaginary |
| $y$ | $+,+,-$ | imaginary | real |
| $\sigma_z$ | $-,-,+$ | real | real |

All six rows were tested numerically on orbitals up to $l=3$. The operator $x+y$ has no definite sign $\rho$, and its matrix is complex in both bases.

**Q.** The row for $\sigma_z$ surprises me. A magnetic field breaks time reversal, yet the matrix is real.

**A.** A real matrix shows that $\Theta$ is a symmetry in the $i^l$ basis, or $P\Theta$ in the plain basis, not that $T$ is. Since $\sigma_z$ is even under $P$, the two tests agree for it. A field along $z$ is reversed by $T$ and reversed again by the rotation, so it passes. A field along $y$ couples to $\sigma_y$, which the rotation leaves alone, and that matrix is imaginary in both bases.

**Q.** Then for which Hamiltonians is my original expectation right?

**A.** In the $i^l$ basis, for those $T$-invariant Hamiltonians that also commute with $R$, since for a $T$-invariant $H$ commuting with $R$ is the same as commuting with $\Theta$. The field along $y$ is one example. In particular, it holds for every $H$ that is invariant under $T$ and under all rotations.

For such a rotationally invariant $H$ it can also be seen without $\Theta$. Write $h_m=\langle\alpha jm|H|\beta jm\rangle$, and let $a$ be the coefficient in $J_-|jm\rangle=a|j,m-1\rangle$. Since $H$ commutes with $J_+$, and $J_+J_-|jm\rangle=a^2|jm\rangle$,

$$h_{m-1}=\frac1{a^2}\langle\alpha jm|J_+HJ_-|\beta jm\rangle=\frac1{a^2}\langle\alpha jm|HJ_+J_-|\beta jm\rangle=h_m .$$

So $h_m$ does not depend on $m$. Time-reversal invariance gives

$$h_m^*=\langle T\alpha jm|H|T\beta jm\rangle=(-1)^{2(j-m)}h_{-m}=h_{-m}=h_m ,$$

because $j-m$ is an integer. With plain harmonics the two states bring the further sign $(-1)^{l+l'}$, so $h^*=(-1)^{l+l'}h$.

This also shows when the plain basis does no harm. If $H$ conserves parity as well, it connects only $l$ and $l'$ with $l+l'$ even, and its matrix is real there too. For one electron, the two values $l=j\pm\tfrac12$ belonging to a given $j$ have opposite parity. The difference therefore appears when a rotationally invariant $H$ mixes parity, as $\boldsymbol\sigma\cdot\mathbf k$ does.

**Q.** A change of basis phase cannot change an energy. Why should I care whether the matrix is real?

**A.** A consistent change of phase does not alter any energy. Trouble comes from assuming a matrix is real when it is not, or from joining matrices made with different phases. A small model puts a price on each.

Keep the lowest $s$ and $p$ shells of the oscillator for an electron, with $b=2$ Å, and add $\lambda\,\boldsymbol\sigma\cdot\mathbf k$ with $\lambda=1$ eV Å. Because $\psi_s$ is Gaussian, $-i\nabla\psi_s=(i\mathbf r/b^2)\psi_s$, so acting on the $s$ state

$$\boldsymbol\sigma\cdot\mathbf k\,\psi_s\chi=\frac i{b^2}\,\boldsymbol\sigma\cdot\mathbf r\,\psi_s\chi .$$

One calculation thus serves both operators. For spin up,

$$\boldsymbol\sigma\cdot\mathbf r\,\psi_s\chi_\uparrow=\left[z\chi_\uparrow+(x+iy)\chi_\downarrow\right]\psi_s=b\left[\tfrac1{\sqrt2}\psi_{p0}\chi_\uparrow-\psi_{p1}\chi_\downarrow\right].$$

The coupled state is $|p_{1/2},\tfrac12\rangle=-\sqrt{\tfrac13}\,\psi_{p0}\chi_\uparrow+\sqrt{\tfrac23}\,\psi_{p1}\chi_\downarrow$. Multiplying it by $-\sqrt{3/2}$ reproduces the bracket. In the plain basis, therefore,

$$\langle p_{1/2}|\boldsymbol\sigma\cdot\mathbf r|s_{1/2}\rangle=-\sqrt{\tfrac32}\,b,\qquad \langle p_{1/2}|\boldsymbol\sigma\cdot\mathbf k|s_{1/2}\rangle=-\frac ib\sqrt{\tfrac32}.$$

Both operators are rotationally invariant, so $m=-\tfrac12$ gives the same values, and $p_{3/2}$ is not coupled to $s_{1/2}$.

The size of the $\lambda\,\boldsymbol\sigma\cdot\mathbf k$ element is $v=\lambda\sqrt{3/2}/b=0.612$ eV. It is $-0.612i$ eV in the plain basis. The factor $-i$ from the $p$ bra makes it $(-i)(-0.612i)=-0.612$ eV with $i^l$.

**Q.** And what does the first mistake cost?

**A.** The oscillator quantum is $\hbar\omega=\hbar^2/(m_eb^2)=1.905$ eV. The uncoupled levels are $\tfrac32\hbar\omega=2.8575$ eV and $\tfrac52\hbar\omega=4.7625$ eV. Their mean is $2\hbar\omega$ and half their separation is $\hbar\omega/2$, so an element $h$ between them gives

$$E_\mp=2\hbar\omega\mp\sqrt{(\hbar\omega/2)^2+|h|^2}.$$

With $|h|=v$ the lower level is

$$E_-=3.810-\sqrt{0.9525^2+0.6124^2}=2.678\ \text{eV}\;(0.0984\ \text{hartree}),$$

which is 0.180 eV below the uncoupled $s$ level. Now suppose the plain matrix is stored as real because the Hamiltonian is time-reversal invariant. Its coupling is purely imaginary and disappears entirely. The lowest level comes out at 2.8575 eV, too high by 0.180 eV relative to the correct diagonalization of the same model. The whole effect has been lost.

These energies belong to the two-shell model. Higher shells, which $\boldsymbol\sigma\cdot\mathbf k$ also reaches, are left out. Including them lowers the level by 0.005 eV, to 2.672 eV, so the shift becomes 0.185 eV; storing the plain matrix as real still loses all of it.

**Q.** And joining matrices made with different phases?

**A.** Add a second coupling $g\,\boldsymbol\sigma\cdot\mathbf r$ with $g=0.2$ eV/Å, which describes a spin in an effective radial field and breaks time reversal. Its size is $w=gb\sqrt{3/2}=0.490$ eV. In the plain basis the total element is $h=-w-iv$. With $i^l$ it is $-ih=-v+iw$. Either way

$$|h|^2=v^2+w^2 ,$$

and the lowest level is 2.576 eV (0.0947 hartree).

Now take $\boldsymbol\sigma\cdot\mathbf k$ from a table made with $i^l$ and $\boldsymbol\sigma\cdot\mathbf r$ from a table made with plain harmonics. Both tables are real, and nothing looks suspicious. Their sum is $-(v+w)$, whose square contains a cross term:

$$(v+w)^2=v^2+w^2+2vw .$$

The lowest level comes out at 2.353 eV, which is 0.223 eV below the correct result of the model. For negative $g$ the cross term changes sign, and the same mistake puts the level too high, by about 0.27 eV for $g=-0.2$ eV/Å. With higher shells included, the correct level moves from 2.576 to 2.564 eV, and the errors become 0.211 eV too low for positive $g$ and 0.285 eV too high for negative $g$.

**Q.** In the correct combined matrix the element $-v+iw$ is complex. May I read broken time reversal from that?

**A.** Only with the phase convention held fixed. With one element between two levels, a further phase on the $p_{1/2}$ states would make it real, although the Hamiltonian still breaks $T$. Within the standard convention the complex element says that $\Theta$ is not a symmetry. Since both couplings are rotationally invariant, the rotation in $\Theta$ cannot be at fault, so here it is $T$ that is broken.

**Q.** If I convert an existing table of plain matrix elements, what is the rule?

**A.** The bra brings $(i^{l'})^*=i^{-l'}$ and the ket brings $i^l$:

$$\langle l'|O|l\rangle_{\rm new}=i^{\,l-l'}\langle l'|O|l\rangle_{\rm plain}.$$

For odd $l-l'$ a real element becomes imaginary and an imaginary one real. For $l-l'=\pm2$ a real element changes sign but stays real, so a check for reality would not notice if that conversion were forgotten. The rule has to be applied to every operator in the Hamiltonian. State vectors carried over from the old basis must be converted too. Since $Y_{lm}=i^{-l}\,(i^lY_{lm})$, the coefficient of a basis state with orbital angular momentum $l$ is multiplied by $i^{-l}$, the inverse of the factor on the basis ket.

## Calculated quantities

```
Largest l in the tests: 3
Y_10: sign under K, plain: 1
Y_10: sign under K, with i^l: -1
Pair l1=l2=1, L=1, M=0: sign under K, plain: -1
Same pair, with i^l: -1
Operator: signs under T, R_y(pi), P; plain matrix; i^l matrix
  sigma.k: +1 +1 -1; imaginary; real
  sigma.r: -1 +1 -1; real; imaginary
  L.sigma: +1 +1 +1; real; real
  z: +1 -1 -1; real; imaginary
  y: +1 +1 -1; imaginary; real
  sigma_z: -1 -1 +1; real; real
  sigma_y: -1 +1 +1; imaginary; imaginary
  x+y: plain complex; i^l complex
Oscillator length b: 2.0 angstrom
Coupling lambda of sigma.k: 1.0 eV angstrom
Coupling g of sigma.r: 0.2 eV/angstrom
Oscillator quantum: 1.9050 eV
Uncoupled s level: 2.8575 eV
Uncoupled p level: 4.7625 eV
Size v of the sigma.k element: 0.6124 eV
Size w of the sigma.r element: 0.4899 eV
Elements <p1/2 m|...|s1/2 m> in eV
  lambda sigma.k, m=1/2: plain 0.0000 -0.6124i; i^l -0.6124 +0.0000i
  g sigma.r, m=1/2: plain -0.4899 +0.0000i; i^l 0.0000 +0.4899i
  lambda sigma.k, m=-1/2: plain 0.0000 -0.6124i; i^l -0.6124 +0.0000i
  g sigma.r, m=-1/2: plain -0.4899 +0.0000i; i^l 0.0000 +0.4899i
Electric force F: 0.1 eV/angstrom
  F z, <p m=0|..|s>: plain 0.1414 +0.0000i; i^l 0.0000 -0.1414i eV
  F y, <p m=1|..|s>: plain 0.0000 +0.1000i; i^l 0.1000 +0.0000i eV
Lowest level, sigma.k only: 2.6776 eV = 0.09840 hartree
Its shift from the s level: -0.1799 eV
Lowest level, imaginary part dropped: 2.8575 eV
Error of dropping it: 0.1799 eV
Lowest level, both couplings: 2.5762 eV = 0.09467 hartree
Upper j=1/2 level, both couplings: 5.0438 eV
Lowest level, mixed phase tables: 2.3532 eV
Error of mixing them: -0.2230 eV
```
